\section*{Why two isotropic dilatation centres do not attract at first order}

\section{Form of the answer from dimensions and symmetry}

A point defect that pushes equally in all directions on an elastic medium is described by a strength $P$ with the dimension of energy. Take two of them, $A$ and $B$, at separation $\mathbf R$ in an infinite isotropic medium with Lamé constants $\lambda,\mu$. The first-order interaction is the part of the energy bilinear in $P_A$ and $P_B$. Let $M=\lambda+2\mu$, an energy per volume, and let $\nu$ be the Poisson ratio. No direction is singled out and $R$ is the sole length, so for $R>0$
\begin{equation}
E(R)=c(\nu)\,\frac{P_AP_B}{M R^3}.
\label{dim}
\end{equation}

Equilibrium fixes the number $c$. An isotropic defect $B$ couples to the dilatation $\theta_A=\nabla\cdot\mathbf u_A$ of the other's displacement field (Lemma 1). Where no force acts, $(\lambda+\mu)\nabla\theta_A+\mu\nabla^2\mathbf u_A=0$. The divergence of this equation is $M\nabla^2\theta_A=0$, so $E$ must be harmonic in $\mathbf R$. But $\nabla^2R^{-3}=(-3)(-2)R^{-5}=6R^{-5}\neq0$, hence $c=0$. What dimensions still allow is a contact term proportional to $\delta^3(\mathbf R)$, which also scales as an inverse volume.

\section{Assumptions and theorem}

The medium is infinite, homogeneous, isotropic and linear elastic, with $M>0$ and $\mu>0$. A dilatation centre is a force density
\begin{equation}
\mathbf f=-\nabla p,\qquad \int p\,d^3r=P,
\label{force}
\end{equation}
with $p$ smooth and localized; the point defect is the limit $p\to P\delta^3$. For $P>0$ the forces point outward, as around an interstitial that expands its surroundings. The strengths are fixed: neither defect responds to the strain of the other.

\textbf{Theorem.} The bilinear interaction energy of two dilatation centres is
\begin{equation}
E=-\frac1M\int p_A(\mathbf r)\,p_B(\mathbf r)\,d^3r .
\label{overlap}
\end{equation}
It vanishes if the sources do not overlap. For point defects it is $-(P_AP_B/M)\,\delta^3(\mathbf R)$, which is zero for every $\mathbf R\neq0$ and for either sign of $P_A$ and $P_B$.

\section{Lemmas and proof}

\textbf{Lemma 1 (energy).} $E=-\int p_B\,\theta_A\,d^3r$.

\emph{Proof.} At fixed forces the displacement minimizes
\begin{equation}
F[\mathbf u]=\tfrac12\int C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}\,d^3r-\int\mathbf f\cdot\mathbf u\,d^3r .
\label{functional}
\end{equation}
At the minimum $\partial_j\sigma_{ij}=-f_i$. Integration by parts turns the first term into $\frac12\int\mathbf f\cdot\mathbf u$; the surface term vanishes because $u\sim r^{-2}$ and $\sigma\sim r^{-3}$ on a surface growing as $r^2$. Thus $F=-\frac12\int\mathbf f\cdot\mathbf u$. Insert $\mathbf f=\mathbf f_A+\mathbf f_B$ and $\mathbf u=\mathbf u_A+\mathbf u_B$. The two cross terms are equal, since by the same integration each of $\int\mathbf f_A\cdot\mathbf u_B$ and $\int\mathbf f_B\cdot\mathbf u_A$ equals $\int C_{ijkl}\varepsilon^A_{ij}\varepsilon^B_{kl}$. Therefore
\begin{equation}
E=-\int\mathbf f_B\cdot\mathbf u_A\,d^3r=\int\nabla p_B\cdot\mathbf u_A\,d^3r=-\int p_B\,\theta_A\,d^3r .
\end{equation}
For a point defect with a general dipole tensor $P^B_{ij}$ the same steps give $E=-P^B_{ij}\varepsilon^A_{ij}(\mathbf R)$.

\textbf{Lemma 2 (field).} The dilatation is local: $\theta_A=p_A/M$.

\emph{Proof.} Try $\mathbf u_A=\nabla\phi$ with $\nabla^2\phi=p_A/M$, so that $\theta_A=p_A/M$. Since $\nabla^2\nabla\phi=\nabla\theta_A$, the elastic force is
\begin{equation}
(\lambda+\mu)\nabla\theta_A+\mu\nabla^2\mathbf u_A=M\nabla\theta_A=\nabla p_A=-\mathbf f_A ,
\end{equation}
which is the equilibrium condition. The difference $\mathbf v$ of two decaying solutions carries no force, hence no total strain energy. Integration by parts writes this energy as $\frac12\int[M(\nabla\cdot\mathbf v)^2+\mu|\nabla\times\mathbf v|^2]\,d^3r$, so both the divergence and the curl of $\mathbf v$ vanish. Then $\mathbf v$ is harmonic and decays, so it is zero; the solution is unique.

Inserting Lemma 2 into Lemma 1 gives \eqref{overlap}, which proves the theorem.

For a point source $\phi=-P_A/(4\pi Mr)$. With $\mathbf n=\mathbf r/r$, the field outside the source is
\begin{equation}
\mathbf u_A=a_A\frac{\mathbf r}{r^3},\qquad a_A=\frac{P_A}{4\pi M},\qquad
\varepsilon_{ij}=\frac{a_A}{r^3}\left(\delta_{ij}-3n_in_j\right).
\label{field}
\end{equation}
The medium is strained by $-2a_A/r^3$ along the radius and by $+a_A/r^3$ in each of the two transverse directions. The sum is zero: the strain is pure shear and there is no pressure. An interstitial therefore does not offer a distant vacancy a compressed region in which its contraction would be favoured.

\textbf{Remark (contact term).} For $P_AP_B<0$ the overlap energy is positive. This belongs to the fixed-force model of the cores. When cores overlap, their forces and bonds change, so the term says nothing about recombination.

\section{A free surface}

Put $A$ at the centre of a sphere of radius $S$ with a free surface. The regular radial solution $cr$ is added, $u=a_A/r^2+cr$. With bulk modulus $K=\lambda+\frac23\mu$,
\begin{align}
\sigma_{rr}&=M\frac{du}{dr}+2\lambda\frac ur
=M\left(c-\frac{2a_A}{r^3}\right)+2\lambda\left(c+\frac{a_A}{r^3}\right)
=3Kc-\frac{4\mu a_A}{r^3},
\end{align}
because $M+2\lambda=3K$ and $M-\lambda=2\mu$. Setting $\sigma_{rr}(S)=0$ gives $c=4\mu a_A/(3KS^3)$. The surface adds a uniform dilatation $3c$, and $B$ acquires the energy
\begin{equation}
E_{\rm surf}=-\frac{4\mu a_AP_B}{KS^3},
\end{equation}
independent of its position. In this geometry $A$ still exerts no force on $B$. The surface also acts on $B$ through $B$'s own field, but that is a property of one defect and not part of the interaction. The volume change of the body is
\begin{equation}
\Delta V=4\pi S^2u(S)=4\pi a_A\left(1+\frac{4\mu}{3K}\right)=\frac{4\pi a_AM}{K}=\frac{P_A}{K},
\label{volume}
\end{equation}
which converts a relaxation volume into a strength.

\section{What restores an interaction}

\subsection{Cubic elasticity}

Let the defects stay isotropic and the medium become cubic. For a wave vector $\mathbf k=k\hat{\mathbf k}$, equilibrium reads $k^2\Gamma_{ij}u_j=f_i=-iP_Ak_i$, with $\Gamma_{ij}=C_{iljm}\hat k_l\hat k_m$. The transform of the dilatation is $i\mathbf k\cdot\mathbf u=P_A\,g(\hat{\mathbf k})$, where $g=\hat{\mathbf k}\cdot\Gamma^{-1}\cdot\hat{\mathbf k}$, so
\begin{equation}
E=-P_AP_B\int\frac{d^3k}{(2\pi)^3}\,g(\hat{\mathbf k})\,e^{i\mathbf k\cdot\mathbf R}.
\end{equation}
In an isotropic medium $g=1/M$ is constant and the integral is the delta function again. Otherwise write the integral as $-\nabla^2h$, with an extra factor $1/k^2$ in $h$. Because $g$ is even, the integral over $k$ from $0$ to $\infty$ may be replaced by half the integral over the whole line, which is $(\pi/R)\,\delta(\hat{\mathbf k}\cdot\hat{\mathbf R})$. Hence
\begin{equation}
h=\frac{1}{8\pi^2R}\oint g\,d\psi,
\end{equation}
taken over the unit circle normal to $\mathbf R$. Split $g=\sum_lg_l$ into spherical harmonics of degree $l$. Averaging $g_l$ about the axis $\hat{\mathbf R}$ leaves $g_l(\hat{\mathbf R})P_l(\cos\vartheta)$, where $P_l$ is a Legendre polynomial and $\vartheta$ the angle from the axis. The circle lies at $\cos\vartheta=0$, so $h_l=P_l(0)g_l(\hat{\mathbf R})/(4\pi R)$. With $\nabla^2(g_l/R)=-l(l+1)g_l/R^3$,
\begin{equation}
E=-\frac{P_AP_B}{4\pi R^3}\sum_l l(l+1)P_l(0)\,g_l(\hat{\mathbf R}).
\label{cubic}
\end{equation}
The term $l=0$ drops out and the others average to zero over directions. Cubic elasticity thus attracts in some directions and repels in others.

\subsection{A non-spherical defect}

Return to the isotropic medium. Let the interstitial have an additional traceless dipole $Q_{ij}=q(e_ie_j-\frac13\delta_{ij})$ along a unit vector $\mathbf e$. In the field \eqref{field} of the vacancy, with strength $a_V$,
\begin{equation}
E=-Q_{ij}\varepsilon_{ij}=\frac{3a_V}{R^3}\,\mathbf n\cdot Q\cdot\mathbf n
=\frac{3a_Vq}{R^3}\left[(\mathbf n\cdot\mathbf e)^2-\tfrac13\right].
\label{shape}
\end{equation}
This too averages to zero over directions of $\mathbf R$.

\subsection{Tetrahedral cores}

An isotropic dipole tensor does not make a core spherical. Let each defect exert four radial forces $F$ at distance $d$, along $s(1,1,1)/\sqrt3$, $s(1,-1,-1)/\sqrt3$, $s(-1,1,-1)/\sqrt3$ and $s(-1,-1,1)/\sqrt3$, with orientation $s=\pm1$. Since $\sum n_in_j=\frac43\delta_{ij}$, the strength is $P=\frac43Fd$. Expand $E=-\sum\mathbf F_b\cdot\mathbf u_A(\mathbf R+\mathbf d_b)$ over the sites of $B$, with $\mathbf u_A=-a_A\nabla(1/r)$. The net force is zero and the dipole term vanishes by the theorem. The next term is
\begin{align}
E_B&=\frac{a_A}{2}\,Fd^2\sum n_in_jn_k\,\partial_i\partial_j\partial_k\frac1R
=\frac{a_A}{2}\cdot\frac{3P_Bd}{4}\cdot\frac{8s_B}{\sqrt3}\,\partial_x\partial_y\partial_z\frac1R .
\end{align}
Here $\sum n_xn_yn_z=4s_B/(3\sqrt3)$ occurs in six index orders, and all other third moments vanish. For $\mathbf R$ along $[111]$, $\partial_x\partial_y\partial_zR^{-1}=-15xyz/R^7=-5/(\sqrt3R^4)$, so $E_B=-5s_Ba_AP_Bd/R^4$. The structure of $A$ gives the same expression with $s_A$ and reversed $\mathbf R$, hence the opposite sign:
\begin{equation}
E\simeq-\frac{5(s_B-s_A)P_AP_Bd}{4\pi MR^4}\qquad(R\gg d).
\label{core}
\end{equation}

\subsection{A softened vacancy}

Beyond first order, let the shear modulus vanish in a sphere of volume $\Omega$ centred on the vacancy, small enough for the strain of $A$ to be uniform across it. By symmetry the bilinear term stays zero for a sphere. Using the old displacement of $A$ as a trial field in \eqref{functional} shows that the part of the minimum quadratic in $P_A$ falls by at least
\begin{equation}
\tfrac12(2\mu)\,\Omega\,\varepsilon_{ij}\varepsilon_{ij}
=\mu\Omega\,\frac{a_A^2}{R^6}(4+1+1)=\frac{6\mu\Omega a_A^2}{R^6}.
\label{soft}
\end{equation}
The bulk modulus does not enter because the strain has no trace. This is an attraction whatever the sign of $P_A$. The spherical shape is essential. In a non-spherical soft region the shear of $A$ produces a dilatation, the vacancy's own source couples to it, and a bilinear $R^{-3}$ term of either sign appears that can far exceed \eqref{soft}.

\section{Interstitial and vacancy in silicon}

Take $R=1.0$ nm and the input elastic constants $C_{11},C_{12},C_{44}=166,\,64,\,80$ GPa, chosen to resemble silicon at room temperature. The isotropic reference uses the Voigt averages $K=(C_{11}+2C_{12})/3=98.0$ GPa and $\mu=(C_{11}-C_{12}+3C_{44})/5=68.4$ GPa. Then $M=K+\frac43\mu=189.2$ GPa, or $1180.9$ eV/nm$^3$. The relaxation volumes are chosen as $\pm0.010$ nm$^3$, half the atomic volume of $0.0200$ nm$^3$. Equation \eqref{volume} gives
\begin{equation}
P_I=611.7\times0.010=6.12\ \text{eV},\qquad P_V=-6.12\ \text{eV},\qquad
a_I=\frac{6.117}{4\pi\times1180.9}=4.12\times10^{-4}\ \text{nm}^3 .
\end{equation}

At 1 nm the interstitial strains the medium by $-8.2\times10^{-4}$ radially and $+4.1\times10^{-4}$ in each transverse direction. A generic dipole energy would be $|P_IP_V|/(4\pi MR^3)=2.5$ meV. Numerical differentiation of the isotropic Green function along three directions leaves at most $8.8\times10^{-6}$ meV, consistent with zero.

The overlap law was tested with Gaussian sources of width $w=0.10$ nm. Their overlap is a Gaussian of variance $2w^2=0.02$ nm$^2$ per axis. At 0.3 nm it equals $e^{-2.25}/(0.04\pi)^{3/2}=2.37$ nm$^{-3}$, and the energy is $6.117^2\times2.37/1180.9=0.075$ eV. Direct quadrature over the Green function gives the same $75.0$ meV. At 1 nm the quadrature gives about $10^{-8}$ meV.

\textbf{Elastic corrections.} With the cubic constants the energy is $+2.0$, $-0.9$ and $-2.0$ meV along $[100]$, $[110]$ and $[111]$. The numerical mean over directions is $-2\times10^{-6}$ meV. Extending the series \eqref{cubic} from $l=16$ to $l=24$ shifts the values by at most $0.0013$ meV. Cubic symmetry forbids $l=2$. The term $l=4$ alone varies as $n_x^4+n_y^4+n_z^4-\frac35$, in the ratio $1:-\frac14:-\frac23$ for these directions. The computed ratios differ from this, so higher degrees contribute visibly.

For an interstitial with $q=3$ eV along $[110]$, \eqref{shape} gives $2a_Vq=-2.5$ meV along its axis and $-a_Vq=+1.2$ meV across it.

The core term is less regular. Let the interstitial have $s=-1$, the vacancy $s=+1$, and $d=0.235$ nm, the bond length for an input lattice constant of $0.543$ nm. With the vacancy on the $+[111]$ side, \eqref{core} predicts $10\times2.52\times0.235=+5.9$ meV. The explicit sum over the point forces gives $+1.6$ meV on that side and $-16.4$ meV on the other. The part odd in $\mathbf R$ is $9.0$ meV and the even part, absent from \eqref{core}, is $-7.4$ meV. At 1 nm the leading term \eqref{core} alone is therefore a poor estimate, and higher orders in $d/R$ are needed. On the attractive side one force site of each core lies on the joining line, and these two are $1-2\times0.235=0.53$ nm apart. The sum was tested against \eqref{core} at 20 nm, where the odd part agrees within 2\% of the law. For equal orientations \eqref{core} vanishes and an even term in $R^{-5}$ leads; it is $+4.5$ meV at 1 nm along $\pm[111]$. The core and cubic terms do not simply add: the same cores in the cubic medium give $-22.8$ meV on the attractive side.

With $\Omega$ equal to the atomic volume, the softening bound \eqref{soft} is $0.009$ meV. This is the least possible drop; for a spherical region that relaxes in the uniform strain the drop is about twice as large, still negligible here. The surface term in a sphere of radius 50 nm is $6\times10^{-5}$ meV.

\textbf{Charge.} If the defects carry $+e$ and $-e$, the Coulomb energy, reduced by an input permittivity $\varepsilon_r=11.7$ but not screened by free carriers, is
\begin{equation}
E_C=-\frac{e^2}{4\pi\varepsilon_0\varepsilon_rR}=-123\ \text{meV}.
\end{equation}
This is the largest of the estimated terms. The thermal energy is $26$ meV at 300 K and $112$ meV at 1300 K, and $|E_C|$ equals it at $4.8$ nm and $1.1$ nm respectively. For the chosen strengths the elastic terms at 1 nm are all below the thermal energy at 300 K. The margin is narrow: with the cores in the cubic medium, relaxation volumes of $\pm0.011$ nm$^3$ already carry the attractive $[111]$ value past it.

\textbf{Relation to real silicon.} The elastic constants are close to those of the crystal near room temperature; the relaxation volumes, the dipole anisotropy and the four-force cores are model choices. Real values depend on the configuration and charge state of each defect. The bilinear energies scale with the product of the strengths, so doubling both relaxation volumes multiplies the cubic and core terms by four. The separation of 1 nm is a round number and not a lattice vector, and a continuum Green function is itself approximate at a few bond lengths. Free carriers screen the Coulomb term, and heating silicon to 1300 K creates many of them, so the $1.1$ nm, found without screening, is an overestimate. The $4.8$ nm holds only for light doping; Debye screening by $10^{18}$ carriers per cm$^3$ lowers it to about $2.6$ nm. For neutral defects, the largest single value in these estimates comes from the core structure: $16$ meV in magnitude in the isotropic medium and $23$ meV in the cubic one, for opposite orientations on the attractive $[111]$ side. The core term averages to zero over directions, and along $[100]$ and on the other $[111]$ side it is smaller than the cubic term. For vacancy and tetrahedral sites of the actual lattice between $0.85$ and $1.2$ nm apart the same model gives at most about $7$ meV. Recombination at contact, where bonds are remade, lies outside elasticity and is not sized here. The numerical output lists the values used.

\section*{Computed values}
\begin{verbatim}
C11, C12, C44 (GPa, rough Si): 166.0 64.0 80.0
lattice constant (nm): 0.543; eps_r: 11.7
K, mu, M Voigt (GPa): 98.0, 68.4, 189.2
K, mu, M (eV/nm^3): 611.7, 426.9, 1180.9
Poisson ratio: 0.217
atomic volume (nm^3): 0.0200; bond (nm): 0.2351
relaxation volumes I, V (nm^3): +0.010, -0.010
dipole strengths I, V (eV): +6.117, -6.117
field strength a of I (nm^3): 4.122e-04
separation R (nm): 1.0
radial strain of I at R: -8.244e-04
transverse strain of I at R: +4.122e-04
trace of strain, numerical: +9.0e-10
generic scale |PI PV|/(4 pi M R^3) (meV): 2.521
isotropic energy, largest numerical (meV): 8.8e-06
Gaussian width of each source (nm): 0.10
Gaussian pair at 0.3 nm, quadrature (meV): 74.9624
Gaussian pair at 0.3 nm, overlap law (meV): 74.9624
Gaussian pair at 1 nm, quadrature (meV): 9.8e-09
cubic medium, R along [100] (meV): +2.003
cubic medium, R along [110] (meV): -0.893
cubic medium, R along [111] (meV): -2.028
cubic medium, mean over directions (meV): -2.1e-06
shift, 16 to 64 circle points (meV): 9.2e-07
shift, series l_max 16 to 24 (meV): 1.3e-03
dipole anisotropy q of I (eV): 3.0, axis [110]
shape term, R along axis (meV): -2.473
shape term, R across axis (meV): +1.237
core term, I to V along +[111] (meV): +1.582
core term, I to V along -[111] (meV): -16.418
leading R^-4 core law, +[111] (meV): +5.928
softened vacancy, unrelaxed strain (meV): -8.71e-03
free sphere radius (nm): 50
surface term, uniform (meV): +5.63e-05
Coulomb, charges +e and -e (meV): -123.1
kT at 300 K and 1300 K (meV): 25.9, 112.0
distance where Coulomb = kT, 300 K (nm): 4.76
distance where Coulomb = kT, 1300 K (nm): 1.10
\end{verbatim}
